\section*{The Direction-Independent Sum of Squares of a Slater-Koster Block, part 1}

(Sections cited here and not found follow in the second part.)

\section{The invariant and its proof}

\subsection{The question}

In a tight-binding description of a solid with d electrons, two neighbouring atoms are coupled by a block of $5\times5$ matrix elements. When the bond is turned, all these numbers change. In the two-centre approximation, where the coupling is determined by the two atoms alone, the following holds. If the bond lies along $z$, the block is diagonal and contains three different numbers, called dd$\sigma$, dd$\pi$ and dd$\delta$. For a tilted bond it is in general full, and its elements are given by fifteen formulas containing the direction cosines of the bond and the same three numbers. A wrong sign or factor in one formula gives a block that still looks plausible.

Physically, however, nothing has happened to the pair of atoms when the bond turns. The same two atoms stand at the same distance, and the fixed axes to which the orbitals refer are merely inclined differently to the bond. Some measure of the total coupling should therefore keep its value. The sum of the squares of all the elements is such a measure. The theorem below proves this, finds the value of the sum, and states the assumptions under which it is derived. The second half turns it into a check of the fifteen formulas.

\subsection{Assumptions and conventions}

Hartree atomic units are used. Atom A is at the origin and atom B at $R\mathbf u$, where $R$ is fixed and $\mathbf u=(l,m,n)$ is a unit vector. The letter $l$ is a direction cosine here; the angular momenta of the shells are written $L$ and $L'$. Atom A carries the functions $a_i(\mathbf r)=f(r)Y_i(\hat{\mathbf r})$, where the $Y_i$ are the $2L+1$ real, orthonormal spherical harmonics of degree $L$. Atom B carries the functions $b_j$, built in the same way about $R\mathbf u$ from a radial function $g$ and the harmonics of degree $L'$. The axes of the harmonics are fixed in space and do not follow the bond. The block is
\begin{equation}
B_{ij}(\mathbf u)=\langle a_i|h_{\mathbf u}|b_j\rangle .
\label{eq:block}
\end{equation}

For a rotation $T$ about the origin, let $(U_T\psi)(\mathbf r)=\psi(T^{-1}\mathbf r)$. Since a rotation preserves volume, $U_T$ preserves inner products. Three assumptions are made.

(i) Both shells are complete, and all functions of one shell have the same radial function.

(ii) The operator is real, acts on space alone and not on spin, and turns with the bond:
\begin{equation}
U_T\,h_{\mathbf u}\,U_T^{-1}=h_{T\mathbf u}.
\label{eq:cov}
\end{equation}

(iii) The operator is unchanged by reflection in any plane that contains the bond.

If $T$ is a rotation about the bond itself, then $T\mathbf u=\mathbf u$, and (\ref{eq:cov}) says that $h_{\mathbf u}$ commutes with $U_T$. Axial symmetry is thus part of (ii). The standard case is
\begin{equation}
h_{\mathbf u}=-\tfrac12\nabla^2+v_A(|\mathbf r|)+v_B(|\mathbf r-R\mathbf u|).
\label{eq:twocentre}
\end{equation}
It satisfies (ii) because the Laplacian is unchanged by rotations, $|T^{-1}\mathbf r|=|\mathbf r|$, and $|T^{-1}\mathbf r-R\mathbf u|=|\mathbf r-RT\mathbf u|$. It satisfies (iii) because a reflection in a plane through both atoms leaves both distances unchanged. The unit operator also satisfies (ii) and (iii), so everything proved for $h$ holds for the overlap block too.

\paragraph{Theorem.} Under (i)--(iii), the sum
\begin{equation}
S=\sum_{i}\sum_{j}B_{ij}(\mathbf u)^2
\label{eq:S}
\end{equation}
does not depend on $\mathbf u$, and
\begin{equation}
S=V_0^2+2\sum_{\mu=1}^{\min(L,L')}V_\mu^2 ,
\label{eq:general}
\end{equation}
where $V_0,V_1,V_2,\dots$ are the $\sigma,\pi,\delta,\dots$ integrals of the bond along $z$. For two d shells, with these integrals written $\sigma,\pi,\delta$,
\begin{equation}
S=\sigma^2+2\pi^2+2\delta^2 .
\label{eq:dd}
\end{equation}

The proof needs two facts: how a shell transforms under rotation, and what the block looks like for a bond along $z$.

\subsection{Lemma 1: a rotation acts on a shell as an orthogonal matrix}

\paragraph{Statement.} For every rotation $T$ there is an orthogonal matrix $D$ with $U_TY_j=\sum_iY_iD_{ij}$.

\paragraph{Proof.} Multiplied by $r^L$, the harmonics of degree $L$ are the homogeneous polynomials of degree $L$ that satisfy Laplace's equation. Rotating the argument of such a polynomial keeps its degree, and it keeps Laplace's equation because the Laplacian is unchanged by rotations. The rotated function therefore lies in the same space and can be expanded in the $Y_i$, which defines $D$. The integral over the sphere is unchanged by a rotation, so
\begin{equation}
\delta_{jk}=\langle U_TY_j|U_TY_k\rangle=\sum_{i}D_{ij}D_{ik}.
\end{equation}
This is $D^{\mathsf T}D=1$. Since $D$ is square, $DD^{\mathsf T}=1$ as well. $\square$

For d functions $D$ can be written down explicitly, and this form will later produce the whole table. Each d function is a quadratic form $\mathbf r^{\mathsf T}Q_i\mathbf r$ times a radial factor, with $Q_i$ symmetric and traceless. In the order $xy,\ yz,\ zx,\ x^2-y^2,\ z^2$ the forms are
\begin{equation}
\sqrt2\,xy,\quad \sqrt2\,yz,\quad \sqrt2\,zx,\quad \frac{x^2-y^2}{\sqrt2},\quad \frac{2z^2-x^2-y^2}{\sqrt6}.
\label{eq:forms}
\end{equation}
The matrix of the first has the entry $1/\sqrt2$ in the places $xy$ and $yx$, and the next two are built alike. The last two matrices are $\mathrm{diag}(1,-1,0)/\sqrt2$ and $\mathrm{diag}(-1,-1,2)/\sqrt6$. Direct multiplication gives
\begin{equation}
\mathrm{tr}(Q_iQ_j)=\delta_{ij}.
\label{eq:trace}
\end{equation}
Symmetric $3\times3$ matrices have six free elements and the zero trace removes one, so these five matrices form a basis of the symmetric traceless matrices.

The trace product must agree with the inner product on the sphere, up to a constant. Let $\mathbf e$ be the unit vector over which one integrates. Then $\int e_z^4\,d\Omega=2\pi\int_{-1}^{1}c^4\,dc=4\pi/5$. From $e_x^2(e_x^2+e_y^2+e_z^2)=e_x^2$ and $\int e_x^2\,d\Omega=4\pi/3$ it follows that $\int e_x^2e_y^2\,d\Omega=\frac12(4\pi/3-4\pi/5)=4\pi/15$. Integrals with an odd power of a component vanish. All these cases are contained in
\begin{equation}
\int e_ae_be_ce_d\,d\Omega=\frac{4\pi}{15}\left(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}\right),
\end{equation}
since the bracket equals 3 for four equal indices, 1 for two different pairs, and 0 otherwise. For symmetric $Q$ and $Q'$ the three terms give $\mathrm{tr}Q\,\mathrm{tr}Q'$ and twice $\mathrm{tr}(QQ')$. The traces of $Q$ and $Q'$ vanish, so
\begin{equation}
\int(\mathbf e^{\mathsf T}Q\mathbf e)(\mathbf e^{\mathsf T}Q'\mathbf e)\,d\Omega=\frac{8\pi}{15}\,\mathrm{tr}(QQ').
\label{eq:sphere}
\end{equation}
The five forms are thus orthogonal on the sphere and have equal norms, and a common factor normalizes them.

Because $T^{-1}=T^{\mathsf T}$, the rotated form is $(T^{-1}\mathbf r)^{\mathsf T}Q_j(T^{-1}\mathbf r)=\mathbf r^{\mathsf T}TQ_jT^{\mathsf T}\mathbf r$. The matrix $TQ_jT^{\mathsf T}$ is again symmetric and traceless. Expanding it in the $Q_i$ and using (\ref{eq:trace}) gives
\begin{equation}
D_{ij}=\mathrm{tr}\!\left(Q_i\,TQ_jT^{\mathsf T}\right).
\label{eq:D}
\end{equation}

\subsection{Lemma 2: the block of a bond along z}

\paragraph{Statement.} For $\mathbf u=\hat{\mathbf z}$, elements between harmonics of different azimuthal index $\mu\ge0$ (dependence $\cos\mu\varphi$ or $\sin\mu\varphi$) vanish. For each $\mu\ge1$ present in both shells, the two functions proportional to $\cos\mu\varphi$ and $\sin\mu\varphi$ are not coupled to each other, and their two diagonal elements are equal.

\paragraph{Proof.} For $\mu\ge1$ let $c_\mu$ and $s_\mu$ be the functions of the shell on A that share one polar factor and carry $\cos\mu\varphi$ and $\sin\mu\varphi$. Let $c'_\nu$ and $s'_\nu$ be those on B. For index 0 there is one function, $c_0$ or $c'_0$, without dependence on $\varphi$.

The reflection $y\to-y$ takes $\varphi$ to $-\varphi$. It keeps each $c$ and reverses each $s$. By (iii) the element $\langle c_\mu|h|s'_\nu\rangle$ equals its own negative, so it is zero, and likewise $\langle s_\mu|h|c'_\nu\rangle=0$.

A rotation about $z$ by the angle $\alpha$ replaces $\varphi$ by $\varphi-\alpha$. Hence
\begin{align}
U c_\mu&=\cos(\mu\alpha)\,c_\mu+\sin(\mu\alpha)\,s_\mu,\\
U s_\mu&=-\sin(\mu\alpha)\,c_\mu+\cos(\mu\alpha)\,s_\mu .
\end{align}
Write $p=\langle c_\mu|h|c'_\nu\rangle$ and $q=\langle s_\mu|h|s'_\nu\rangle$, with $q=0$ if either index is 0. Since $h$ commutes with $U$, the element $p$ is unchanged when both functions are rotated. The mixed elements vanish, so for all $\alpha$
\begin{equation}
p=p\cos\mu\alpha\cos\nu\alpha+q\sin\mu\alpha\sin\nu\alpha .
\label{eq:p}
\end{equation}
The same step for $q$ gives $q=p\sin\mu\alpha\sin\nu\alpha+q\cos\mu\alpha\cos\nu\alpha$ if both indices are at least 1. Compare the terms of order $\alpha^2$. With $\cos\mu\alpha\cos\nu\alpha=1-\frac12(\mu^2+\nu^2)\alpha^2+\dots$ and $\sin\mu\alpha\sin\nu\alpha=\mu\nu\alpha^2+\dots$, the two equations require
\begin{equation}
\tfrac12(\mu^2+\nu^2)\,p=\mu\nu\,q,\qquad \tfrac12(\mu^2+\nu^2)\,q=\mu\nu\,p .
\end{equation}
Adding and subtracting them gives
\begin{equation}
(\mu-\nu)^2(p+q)=0,\qquad(\mu+\nu)^2(p-q)=0 .
\end{equation}
The second equation gives $p=q$. If $\mu\neq\nu$, the first then gives $p=q=0$. If one index is 0 and the other is not, $q=0$ and the order $\alpha^2$ of (\ref{eq:p}) gives $p=0$. $\square$

For d functions $z^2$ has $\mu=0$, the pair $zx,yz$ has $\mu=1$, and the pair $x^2-y^2,xy$ has $\mu=2$. In the order fixed above,
\begin{equation}
B(\hat{\mathbf z})=\mathrm{diag}(\delta,\pi,\pi,\delta,\sigma).
\label{eq:Bz}
\end{equation}

\subsection{Proof of the theorem}

Choose a rotation $T$ that takes $\hat{\mathbf z}$ to $\mathbf u$. It carries the functions on A into combinations of themselves, with the matrix $D$ of Lemma 1. A function on B has the form $\beta_j(\mathbf r-R\hat{\mathbf z})$ when the bond lies along $z$. After the rotation it is
\begin{equation}
\beta_j(T^{-1}\mathbf r-R\hat{\mathbf z})=\beta_j\!\left(T^{-1}(\mathbf r-R\mathbf u)\right)=\sum_i\beta_i(\mathbf r-R\mathbf u)D'_{ij},
\end{equation}
where $D'$ is the orthogonal matrix of the shell $L'$. The function has moved to the new place of B and has been mixed within its shell. Applying $U_T$ to both functions and to the operator leaves a matrix element unchanged, so with (\ref{eq:cov})
\begin{equation}
B_{kp}(\hat{\mathbf z})=\sum_{ij}D_{ik}\,B_{ij}(\mathbf u)\,D'_{jp},
\qquad\text{that is}\qquad B(\hat{\mathbf z})=D^{\mathsf T}B(\mathbf u)D' .
\end{equation}
Multiplication by $D$ from the left and by $D'^{\mathsf T}$ from the right gives
\begin{equation}
B(\mathbf u)=D\,B(\hat{\mathbf z})\,D'^{\mathsf T}.
\label{eq:rot}
\end{equation}
The sum of squares is a trace, $S=\mathrm{tr}(BB^{\mathsf T})$. Therefore
\begin{align}
S&=\mathrm{tr}\!\left(D\,B(\hat{\mathbf z})\,D'^{\mathsf T}D'\,B(\hat{\mathbf z})^{\mathsf T}D^{\mathsf T}\right)\nonumber\\
&=\mathrm{tr}\!\left(B(\hat{\mathbf z})B(\hat{\mathbf z})^{\mathsf T}\right).
\end{align}
The inner factor $D'^{\mathsf T}D'$ is the unit matrix, and $D^{\mathsf T}D$ becomes the unit matrix after a cyclic shift under the trace. The direction has disappeared. By Lemma 2 the remaining trace contains $V_0^2$ once and each $V_\mu^2$ with $\mu\ge1$ twice, which is (\ref{eq:general}). $\square$

The factor 2 thus counts the two orbitals of each pair. All elements enter the sum, so an off-diagonal formula of the d--d table contributes twice.

\subsection{Meaning and limits}

Suppose that all orbitals of a tight-binding model are orthonormal and that $H$ is its Hamiltonian matrix. The second moment of the density of states projected on orbital $i$ is $(H^2)_{ii}=\sum_kH_{ik}^2$. The neighbour B contributes $\sum_jB_{ij}^2$ to it, and $S$ is this contribution summed over the shell of A. If, in addition, every block between neighbours satisfies (i) and (ii), the neighbours' share of the summed second moment depends on their kind and distances and not on the bond angles. The share of a single orbital does depend on direction. For overlapping atomic orbitals the two suppositions do not in general hold together: orthogonalizing the orbitals mixes in those of the other neighbours, and the block between A and B then depends on where these neighbours stand.

The two parts of the theorem need different assumptions. Independence of direction uses (i) and (ii). The mirror (iii) is needed for the value: without it a pair may also have an antisymmetric coupling of its two members, and its contribution is no longer $2V_\mu^2$.

Assumption (ii) fails when a third centre stays in place while the bond turns. A model shows the failure. One electron moves in the field of two protons 4 bohr apart. Each proton carries one normalized Gaussian d shell, with exponent 0.2 bohr$^{-2}$ on A and 0.3 bohr$^{-2}$ on B, and $h$ is the kinetic energy plus the attraction to both protons. These are chosen model functions, not a converged basis. With the two protons alone, $S=0.008518$ hartree$^2$ in every direction computed. With a third proton fixed at $(0,0,-3)$ bohr, and its attraction included in $h$, the sum is 0.0273 hartree$^2$ for a bond along 001, 0.0319 for 111, and 0.0453 for both 100 and 110. The last two agree for a reason contained in the proof: a rotation about $z$ takes one bond into the other and leaves the third proton in place. The rise above 0.008518 does not measure a three-centre coupling. The orbitals overlap, so even a constant potential, which satisfies (ii), changes $S$. It is the dependence on direction that shows the failure of (ii). If the third proton were turned rigidly with the bond, the rotation $T$ would carry the operator of the starting arrangement into that of the turned one. The steps leading to (\ref{eq:rot}) would again multiply the block by $D$ from the left and $D'^{\mathsf T}$ from the right, and $S$ would keep the value of the starting arrangement. Equation (\ref{eq:cov}) itself includes axial symmetry and holds only if the third proton lies on the bond axis.

\section{The d--d table and its check}

\subsection{What is taken over}

The bond from A to B has the direction cosines $\mathbf u=(l,m,n)$. The d functions, in the order $xy,\ yz,\ zx,\ x^2-y^2,\ z^2$, are given by symmetric traceless matrices $Q_i$ with $\mathrm{tr}(Q_iQ_j)=\delta_{ij}$. A rotation $T$ that takes $\hat{\mathbf z}$ to $\mathbf u$ acts on them through the orthogonal matrix $D_{ij}=\mathrm{tr}(Q_iTQ_jT^{\mathsf T})$. The block is $B(\mathbf u)=D\,\mathrm{diag}(\delta,\pi,\pi,\delta,\sigma)\,D^{\mathsf T}$, and the sum of its 25 squares is $S=\sigma^2+2\pi^2+2\delta^2$.

Under assumptions (i)--(iii), the sum of the squares of all elements of the block has been shown not to depend on the bond direction, and for two d shells it equals $\sigma^2+2\pi^2+2\delta^2$. It remains to derive the fifteen d--d formulas and to turn this result into a check of them.
